# Ground-to-excited derivative couplings in TDDFT: transition density form and Pulay terms, part 1

(Sections cited here and not found follow in the second part.)

## Part one: the coupling from the density response

**Q.** A derivative coupling is an overlap of many-electron wavefunctions, and density functional theory has no such wavefunctions. Before I grant that it can deliver the coupling, tell me what quantity is meant and what is assumed.

**A.** Let \(\xi\) be one Cartesian coordinate of one nucleus, in metres. The non-relativistic, spin-free electronic Hamiltonian for clamped nuclei is
\[ H(\xi)=T+V_{ee}+\sum_{k=1}^{N} v(\mathbf r_k;\xi)+V_{nn}(\xi),\qquad v=-\sum_A\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|}. \]
Its eigenstates \(\Psi_n(\xi)\) are taken real and normalised, and \(\Psi_0\) and the excited state of interest are non-degenerate. With \(\Omega_n=E_n-E_0\) in joules, the coupling is
\[ d_n=\langle\Psi_0|\partial_\xi\Psi_n\rangle , \]
in 1/m. Differentiating \(\langle\Psi_0|\Psi_n\rangle=0\) for real states gives \(\langle\Psi_n|\partial_\xi\Psi_0\rangle=-d_n\), and differentiating \(\langle\Psi_n|\Psi_n\rangle=1\) gives \(\langle\Psi_n|\partial_\xi\Psi_n\rangle=0\). The sign of \(\Psi_n\) is free; for the numbers below it is fixed by \(\langle\Psi_0|\sum_k z_k|\Psi_n\rangle>0\).

**Q.** That still contains the derivative of a wavefunction. How is it removed?

**A.** Differentiate the eigenvalue equation \((H-E_n)\Psi_n=0\) with the product rule:
\[ (\partial_\xi H-\partial_\xi E_n)\Psi_n+(H-E_n)\,\partial_\xi\Psi_n=0 . \]
Project on \(\Psi_0\). The term with \(\partial_\xi E_n\) drops by orthogonality, and \(H\) acting to the left on \(\Psi_0\) gives \(E_0\):
\[ \langle\Psi_0|\partial_\xi H|\Psi_n\rangle-\Omega_n d_n=0 . \]
Neither \(T\) nor \(V_{ee}\) depends on \(\xi\), and \(\partial_\xi V_{nn}\) is a number, which again drops by orthogonality. What remains is a local one-body operator, whose matrix element needs the transition density \(\rho_{0n}(\mathbf r)=\langle\Psi_0|\sum_k\delta(\mathbf r-\mathbf r_k)|\Psi_n\rangle\) and nothing more:
\[ d_n=\frac1{\Omega_n}\int\rho_{0n}(\mathbf r)\,\partial_\xi v(\mathbf r;\xi)\,d^3r. \tag{1} \]
This is the Chernyak–Mukamel form, an off-diagonal Hellmann–Feynman relation: a force in newtons over an energy in joules. It requires \(\Omega_n\neq0\). It also requires a local \(v\); with a nonlocal pseudopotential the numerator is \(\iint\gamma_{0n}(\mathbf r,\mathbf r')\,\partial_\xi v(\mathbf r',\mathbf r)\), which needs the transition density matrix.

**Q.** The derivation used true eigenstates. Does anything of it survive in a finite basis?

**A.** It survives unchanged if the basis does not depend on \(\xi\). Then \(H\) is replaced by its matrix in a fixed orthonormal set, the states by eigenvectors, and every line above holds for matrices, with \(\partial_\xi H\) the matrix of \(\sum_k\partial_\xi v\). This was tested for H\(_2\) at \(7.40\times10^{-11}\) m with full configuration interaction in cc-pVDZ functions held fixed in space while the second nucleus moves along the bond. For the lowest excited singlet,
\[ d=\frac{-1.31700\times10^{-8}\ \text{N}}{2.23066\times10^{-18}\ \text{J}}=-5.9041\times10^{9}\ \text{m}^{-1}, \]
and the central difference of overlaps of eigenvectors gives \(-5.9041\times10^9\) m\(^{-1}\). The number belongs to this small fixed basis and carries its incompleteness error, which is large: the same formula gives \(-5.61\times10^9\) m\(^{-1}\) in cc-pVTZ and \(-4.29\times10^9\) m\(^{-1}\) in aug-cc-pVTZ, where \(\Omega=2.04\times10^{-18}\) J. What the number tests is the identity.

**Q.** So (1) needs \(\rho_{0n}\) and \(\Omega_n\). Why should a theory of the time-dependent density know \(\rho_{0n}\), and why should it know \(d_n\)?

**A.** Both appear in the density of a system that starts in \(\Psi_0\) and is weakly driven. Take first fixed nuclei and a small real potential \(\delta v(\mathbf r,t)\). Write \(\Psi(t)=e^{-iE_0t/\hbar}\left(\Psi_0+\sum_n a_n\Psi_n\right)\), insert it in the Schrödinger equation, project on \(\Psi_n\) and keep first order:
\[ i\hbar\dot a_n=\Omega_na_n+\int\rho_{0n}\,\delta v\,d^3r,\qquad \delta\rho=\sum_n(a_n+a_n^*)\rho_{0n}. \tag{2} \]
For \(\delta v=w(\mathbf r)e^{-i\omega t}+\text{c.c.}\) with real \(w\) and \(w_n=\int\rho_{0n}w\,d^3r\), the forced solution is \(a_n=w_ne^{-i\omega t}/(\hbar\omega-\Omega_n)-w_ne^{i\omega t}/(\hbar\omega+\Omega_n)\). The part of \(a_n+a_n^*\) that goes as \(e^{-i\omega t}\) defines the response function
\[ \chi(\mathbf r,\mathbf r',\omega)=\sum_n\rho_{0n}(\mathbf r)\rho_{0n}(\mathbf r')\left[\frac1{\hbar\omega-\Omega_n}-\frac1{\hbar\omega+\Omega_n}\right]. \]
A non-degenerate pole lies at \(\Omega_n\), and its residue gives \(\rho_{0n}\) up to the free sign.

Now let the nucleus move along a prescribed path \(\xi(t)\) and expand in the states of the instantaneous geometry, \(\Psi=e^{-i\int E_0dt/\hbar}\left(\Psi_0(\xi)+\sum_na_n\Psi_n(\xi)\right)\). The time derivative of \(\Psi_0(\xi(t))\) is \(\dot\xi\,\partial_\xi\Psi_0\). Projection on \(\Psi_n\), to first order in \(\dot\xi\), gives \(i\hbar\dot a_n+i\hbar\dot\xi\langle\Psi_n|\partial_\xi\Psi_0\rangle=\Omega_na_n\), that is
\[ i\hbar\dot a_n=\Omega_na_n+i\hbar\dot\xi\,d_n,\qquad \rho(t)-\rho_0(\xi(t))=\sum_n(a_n+a_n^*)\rho_{0n}. \tag{3} \]
The coupling is the strength with which the nuclear velocity makes the density depart from the ground-state density of the current geometry. That is a statement about densities, and it can serve as the definition of \(d_n\) in a theory that has densities and no \(\Psi_n\).

**Q.** You now have two descriptions of one experiment: a moving nucleus is a \(\delta v\) in (2) and a velocity in (3). Do they agree?

**A.** They agree if and only if (1) holds at each pole. Let \(\xi(t)=\xi_0+(s\,e^{-i\omega t}+\text{c.c.})\) with small real \(s\). In the first description \(w=s\,\partial_\xi v\), and with \(N_n=\int\rho_{0n}\partial_\xi v\,d^3r\) the coefficient of \(\rho_{0n}\,s\,e^{-i\omega t}\) in the density is \(2\Omega_nN_n/(\hbar^2\omega^2-\Omega_n^2)\), after putting the bracket of \(\chi\) over a common denominator. In the second description there are two parts. The ground-state density changes through \(\partial_\xi\Psi_0=-\sum_nd_n\Psi_n\), which contributes \(-2d_n\). In (3) the source is \(i\hbar\dot\xi d_n=\hbar\omega d_ns\,(e^{-i\omega t}-e^{i\omega t})\), so \(a_n=\hbar\omega d_ns\,[e^{-i\omega t}/(\hbar\omega-\Omega_n)+e^{i\omega t}/(\hbar\omega+\Omega_n)]\), and \(a_n+a_n^*\) contributes \(2\hbar^2\omega^2d_n/(\hbar^2\omega^2-\Omega_n^2)\). The sum is
\[ -2d_n+\frac{2\hbar^2\omega^2d_n}{\hbar^2\omega^2-\Omega_n^2}=\frac{2\Omega_n^2d_n}{\hbar^2\omega^2-\Omega_n^2}. \]
Equality with the first description means \(N_n=\Omega_nd_n\), which is (1). A density functional theory that reproduced \(\chi\) would therefore reproduce \(d_n\) for every non-degenerate state with \(\rho_{0n}\neq0\); where \(\rho_{0n}\) vanishes identically, as for a triplet over a singlet ground state, (1) gives \(d_n=0\).

**Q.** Nobody has that \(\chi\). What do the Kohn–Sham equations give?

**A.** From here on the regime is a single determinant with an adiabatic functional, one whose potential at time \(t\) is the ground-state potential of the density at time \(t\). Let \(\phi_p\) be real orthonormal spin orbitals, \(i,j,k\) occupied and \(a,b\) virtual, with \(F_{pq}=\varepsilon_p\delta_{pq}\). If the one-particle density matrix changes by \(\sum_{rs}\phi_r(x)M_{rs}\phi_s(x')\), the Fock matrix changes to first order by
\[ G_{pq}[M]=\sum_{rs}K_{pq,rs}M_{rs},\qquad K_{pq,rs}=(pq|rs)+f_{pq,rs}-c_x(pr|sq), \]
where \((pq|rs)\) is the Coulomb integral over the products \(\phi_p\phi_q\) and \(\phi_r\phi_s\) with \(e^2/4\pi\varepsilon_0r_{12}\), \(f_{pq,rs}\) is the same contraction of the second functional derivative of the exchange-correlation energy, and \(c_x\) is the fraction of Fock exchange. The local density approximation has \(c_x=0\); Hartree–Fock has \(c_x=1\) and \(f=0\). For real orbitals \((rp|qs)=(pr|sq)\), so \(K_{pq,rs}=K_{rs,pq}\).

Write \(\phi_i(t)=e^{-i\varepsilon_it/\hbar}(\phi_i+\sum_a\phi_au_{ai})\). First-order mixing among occupied orbitals is anti-Hermitian, because orthonormality is conserved, and cancels in the density matrix. The density matrix thus changes by \(M_{bj}=u_{bj}\), \(M_{jb}=u_{bj}^*\). Projecting \(i\hbar\partial_t\phi_i(t)=(\hat F+\delta v)\phi_i(t)\) on \(\phi_a\) gives \(i\hbar\dot u_{ai}+\varepsilon_iu_{ai}=\varepsilon_au_{ai}+G_{ai}[M]+\delta v_{ai}\), or
\[ i\hbar\dot u=Au+Bu^*+\delta v,\quad A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+K_{ai,bj},\quad B_{ai,bj}=K_{ai,jb}. \]
Both matrices are real and symmetric; for \(B\) the exchange parts \((aj|bi)\) and \((bi|aj)\) coincide. Put \(u=p+iq\) with real \(p,q\). The left side is \(i\hbar\dot p-\hbar\dot q\), the right side is \((A+B)p+i(A-B)q+\delta v\), hence
\[ \hbar\dot p=(A-B)q,\qquad-\hbar\dot q=(A+B)p+\delta v,\qquad\delta\rho=2\sum_{ai}p_{ai}\phi_a\phi_i . \tag{4} \]

**Q.** These are coupled oscillators. How do you extract something comparable with \(a_n\), including its normalisation?

**A.** Assume a stable ground state, meaning that \(A+B\) and \(A-B\) are positive definite. The symmetric positive matrix \((A-B)^{1/2}(A+B)(A-B)^{1/2}\) has orthonormal eigenvectors \(T_n\) with eigenvalues \(\Omega_n^2\). Define
\[ Z_n^+=X_n+Y_n=\Omega_n^{-1/2}(A-B)^{1/2}T_n,\qquad Z_n^-=X_n-Y_n=\Omega_n^{1/2}(A-B)^{-1/2}T_n. \]
Direct substitution gives \((A-B)Z_n^-=\Omega_n^{1/2}(A-B)^{1/2}T_n=\Omega_nZ_n^+\). Multiplying the eigenvalue equation by \(\Omega_n^{-1/2}(A-B)^{-1/2}\) gives \((A+B)Z^+_n=\Omega_n^{3/2}(A-B)^{-1/2}T_n=\Omega_nZ^-_n\). The product \(Z_m^+\cdot Z_n^-=(\Omega_n/\Omega_m)^{1/2}\,T_m\cdot T_n=\delta_{mn}\), which for \(m=n\) reads \(X\cdot X-Y\cdot Y=1\). The two sets are complete and dual to each other, so
\[ p=\sum_nZ_n^+\,\mathrm{Re}\,a_n,\quad q=\sum_nZ_n^-\,\mathrm{Im}\,a_n,\quad a_n=Z_n^-\!\cdot p+iZ_n^+\!\cdot q=X_n\!\cdot u-Y_n\!\cdot u^* . \]
Differentiate \(a_n\), insert (4) and move the symmetric matrices onto the \(Z\) vectors:
\[ i\hbar\dot a_n=iZ_n^-\!\cdot(A-B)q+Z_n^+\!\cdot(A+B)p+Z_n^+\!\cdot\delta v=\Omega_na_n+Z_n^+\!\cdot\delta v . \]
The density is \(\delta\rho=\sum_n(a_n+a_n^*)\sum_{ai}Z^+_{n,ai}\phi_a\phi_i\). Both relations have the form (2), with the same function in the source and in the density:
\[ \rho_{0n}=\sum_{ai}(X+Y)_{n,ai}\,\phi_a\phi_i . \tag{5} \]
The double appearance fixes the scale: rescaling \(a_n\) by \(\lambda\) would multiply the source by \(\lambda\) and the density function by \(1/\lambda\), and they match for \(\lambda=\pm1\) alone. There are as many poles as pairs \(ai\), so states beyond that count have no coupling in this regime.

**Q.** For a closed shell I want spatial orbitals. Where do the factors go, and is there a check on them?

**A.** For a singlet the amplitudes of the two spins are equal. If \(Z^\pm\) denote spatial vectors with \(Z^+\cdot Z^-=1\), each spin carries \(Z^\pm/\sqrt2\), and a sum over both spins of a spin-independent quantity gives \(2/\sqrt2=\sqrt2\). Thus \(\rho_{0n}=\sqrt2\sum Z^+_{ai}\phi_a\phi_i\). In the matrices the Coulomb term collects both spins and exchange one. For the kernel, equal changes \(\delta\rho/2\) of both spin densities change the potential by \((f_{\alpha\alpha}+f_{\alpha\beta})\delta\rho/2=f\delta\rho\), with \(f\) the kernel for the total density, so \(f_{\alpha\alpha}+f_{\alpha\beta}=2f\). Then
\[ A+B=\Delta\varepsilon+4(ai|bj)+4f_{ai,bj}-c_x[(ab|ij)+(aj|bi)],\qquad A-B=\Delta\varepsilon-c_x[(ab|ij)-(aj|bi)], \]
with \(\Delta\varepsilon\) the diagonal matrix of \(\varepsilon_a-\varepsilon_i\). For a check, set \(\omega=0\) in \(\chi\) and take \(\delta v=e\mathcal Ez\): the induced dipole \(-e\int z\,\delta\rho\,d^3r\) gives \(\alpha_{zz}=2e^2\sum_nz_{0n}^2/\Omega_n\) with \(z_{0n}=\int z\rho_{0n}d^3r\). For LiH in LDA/cc-pVDZ this sum is \(4.4693\times10^{-40}\) C\(^2\)m\(^2\)/J, and self-consistent calculations in a finite field, which use neither \(A\) nor \(B\), give \(4.4696\times10^{-40}\). The difference is \(5\times10^{-5}\) of the value; a central difference carries an error quadratic in the field. A missing \(\sqrt2\) would show as a factor of two.

**Q.** With (5) in (1) you seem to be finished. Why is the basis a problem?

**A.** Atom-centred functions \(\chi_\mu(\mathbf r;\xi)\) travel with the nuclei, so the space in which the equations are solved changes along the path and the fixed-matrix argument no longer applies. The experiment (3) has to be repeated in the moving space. Write \(\phi_i(t)=\sum_\nu\chi_\nu(\xi(t))C_{\nu i}(t)\) and require the residual of the time-dependent equation to be orthogonal to the basis of the moment, \(\langle\chi_\mu|i\hbar\partial_t-\hat F|\phi_i\rangle=0\). The time derivative acts on both factors:
\[ i\hbar\,\mathbf S\dot{\mathbf C}=(\mathbf F-i\hbar\dot\xi\,\mathbf R)\,\mathbf C,\qquad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle,\quad R_{\mu\nu}=\langle\chi_\mu|\partial_\xi\chi_\nu\rangle. \tag{6} \]
The new term keeps the orbitals orthonormal. From (6), \(\mathbf C^\dagger\mathbf S\dot{\mathbf C}=-(i/\hbar)\mathbf C^\dagger\mathbf{FC}-\dot\xi\,\mathbf C^\dagger\mathbf{RC}\). Adding the Hermitian conjugate cancels the Fock parts and leaves \(-\dot\xi\,\mathbf C^\dagger(\mathbf R+\mathbf R^T)\mathbf C\), which cancels against \(\mathbf C^\dagger\dot{\mathbf S}\mathbf C\) because \(\partial_\xi\mathbf S=\mathbf R+\mathbf R^T\).

Expand in the self-consistent orbitals \(\phi_p(\xi)\) of the current geometry, \(\phi_i(t)=e^{-i\int\varepsilon_idt/\hbar}(\phi_i(\xi)+\sum_a\phi_a(\xi)u_{ai})\). These span the same space as the \(\chi_\mu(\xi)\), so projecting on \(\phi_a(\xi)\) is equivalent to (6). The ground-state Fock matrix is diagonal at each \(\xi\), so no \(\delta v\) appears, but \(\phi_i(\xi(t))\) has a time derivative. Changes of \(A\) and \(B\) along the path multiply the small \(u\) and are of second order. Therefore
\[ i\hbar\dot u=Au+Bu^*-i\hbar\dot\xi\,\tau,\qquad\tau_{ai}=\Big\langle\phi_a\Big|\frac{d\phi_i}{d\xi}\Big\rangle , \]
where \(d/d\xi\) acts on functions and coefficients alike. The source is imaginary, so it enters the first equation of (4), \(\hbar\dot p=(A-B)q-\hbar\dot\xi\tau\), and not the second. Repeating the projection gives \(i\hbar\dot a_n=\Omega_na_n-i\hbar\dot\xi\,Z_n^-\cdot\tau\), while the departure of the density from its ground-state value at \(\xi(t)\) is again \(\sum_n(a_n+a_n^*)\rho_{0n}\). Comparison with (3) yields
\[ d_n=-\sum_{ai}(X-Y)_{n,ai}\,\tau_{ai}. \tag{7} \]

**Q.** Formula (1) with (5) contains \(X+Y\), and (7) contains \(X-Y\). One of them looks wrong.

**A.** They describe different drives. A real potential pushes the imaginary part \(q\), which is read off with \(Z^+\); the motion of the reference orbitals shifts the real part \(p\), which is read off with \(Z^-\). They agree when the basis is fixed. Then \(\tau\) is the static response to the potential \(\partial_\xi v\): setting \(\dot q=0\) in (4) with \(\delta v=v^\xi\delta\xi\), where \(v^\xi_{ai}=\langle\phi_a|\partial_\xi v|\phi_i\rangle\), gives \(p=\tau\,\delta\xi\) with \(\tau=-(A+B)^{-1}v^\xi\). Multiplying \((A+B)Z^+=\Omega Z^-\) by \((A+B)^{-1}/\Omega\) and transposing gives
\[ (Z^-)^T(A+B)^{-1}=(Z^+)^T/\Omega , \tag{8} \]
so that \(d=Z^-\cdot(A+B)^{-1}v^\xi=Z^+\cdot v^\xi/\Omega\), which is (1) with (5), for any \(c_x\).

The same construction shows a failure. If \(\Omega\to0\) because \(A+B\) loses positivity while \(A-B\) stays regular, then \(Z^+\propto\Omega^{-1/2}\), and \(d\propto\Omega^{-3/2}\) as long as \(T^T(A-B)^{1/2}v^\xi\) stays finite. For true states the numerator of (1) is a matrix element between normalised states and carries no such factor. Near an instability of the determinant the coupling reflects the instability.

## Part two: Pulay terms, sum rules and a worked molecule

Taken from part one: real spin orbitals \(\phi_p=\sum_\mu\chi_\mu C_{\mu p}\) with energies \(\varepsilon_p\), occupied \(i,j,k\) and virtual \(a,b\); the Fock response \(G_{pq}[M]=\sum K_{pq,rs}M_{rs}\) with \(K_{pq,rs}=K_{rs,pq}\); \((A+B)_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+K_{ai,bj}+K_{ai,jb}\); \(Z^\pm=X\pm Y\) for one state of excitation energy \(\Omega\). Equation (1) with (5) is \(d^{\rm CM}=Z^+\cdot v^\xi/\Omega\), \(v^\xi_{ai}=\langle\phi_a|\partial_\xi v|\phi_i\rangle\). Equation (3) is \(i\hbar\dot a=\Omega a+i\hbar\dot\xi d\). Equation (7) is \(d=-Z^-\cdot\tau\), \(\tau_{ai}=\langle\phi_a|d\phi_i/d\xi\rangle\). Equation (8) is \((Z^-)^T(A+B)^{-1}=(Z^+)^T/\Omega\). Closed-shell singlets in spatial orbitals carry a factor \(\sqrt2\).

**Q.** Equation (7) needs the derivative of every occupied orbital for every coordinate. How is \(\tau\) found when the basis moves?

**A.** Write \(\partial_\xi C_{\mu q}=\sum_pC_{\mu p}U_{pq}\), which is possible because \(\mathbf C\) is square and invertible, and define
\[ S^R_{pq}=\sum_{\mu\nu}C_{\mu p}\langle\chi_\mu|\partial_\xi\chi_\nu\rangle C_{\nu q},\quad S^\xi_{pq}=S^R_{pq}+S^R_{qp},\quad S^A_{pq}=\tfrac12(S^R_{pq}-S^R_{qp}). \]
The product rule on \(\phi_i=\sum\chi_\nu C_{\nu i}\) gives \(\tau_{ai}=U_{ai}+S^R_{ai}\). Differentiating \(\mathbf C^T\mathbf{SC}=\mathbf 1\) gives \(U_{pq}+U_{qp}+S^\xi_{pq}=0\).

The condition that fixes \(U_{ai}\) is that \(F_{ai}=\mathbf C_a^T\mathbf F(\xi,\mathbf D)\mathbf C_i\) stays zero along \(\xi\), with \(\mathbf D=\sum_j\mathbf C_j\mathbf C_j^T\). There are four contributions. The explicit derivative of the matrix \(\mathbf F\) at fixed \(\mathbf D\), transformed with fixed \(\mathbf C\), is called \(F^{(\xi)}_{ai}\). The derivative of \(\mathbf C_a\) gives \(\sum_pU_{pa}F_{pi}=\varepsilon_iU_{ia}\), and that of \(\mathbf C_i\) gives \(\varepsilon_aU_{ai}\); with \(U_{ia}=-U_{ai}-S^\xi_{ai}\) their sum is \((\varepsilon_a-\varepsilon_i)U_{ai}-\varepsilon_iS^\xi_{ai}\). The change of \(\mathbf D\) has the orbital components \(M_{jk}=U_{jk}+U_{kj}=-S^\xi_{jk}\) and \(M_{bj}=M_{jb}=U_{bj}\), and contributes \(-G_{ai}[S^\xi_{oo}]+\sum_{bj}(K_{ai,bj}+K_{ai,jb})U_{bj}\), where \(S^\xi_{oo}\) is the occupied block. The terms in \(U_{bj}\) assemble to \(A+B\), and the coupled-perturbed equations are
\[ (A+B)U=-b,\qquad b_{ai}=F^{(\xi)}_{ai}-\varepsilon_iS^\xi_{ai}-G_{ai}[S^\xi_{oo}] . \tag{9} \]

The coupling in a moving basis is now given by (7), and the orbital derivatives it needs follow from the coupled-perturbed equations (9), one linear system per nuclear coordinate. It remains to see whether those systems must be solved, what the Pulay terms and the sum over nuclei mean, and how the result fares in numerical tests on molecules.
